# First-Subband Scattering When a Second Subband Opens in a Film: a numerical check

```python
# Result under test: in a flat hard-wall film of thickness L with white-noise
# disorder <V(r)V(r')> = gamma*delta(r-r'), the golden-rule scattering rate of
# the first subband is m*gamma*(N+1/2)/(hbar^3*L) with N open subbands.
# Opening the second subband therefore raises it by 5/3.
# I_nm = integral of phi_n^2 phi_m^2 over z; E_n = subband energy.
# Example units: eV and nm. Wave-propagation test: hbar = m = 1, L = pi.
import numpy as np
from scipy import constants as sc
from scipy.fft import fft2, ifft2
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

rng = np.random.default_rng(731)

# Rough typical parameters of an InGaAs film between alumina layers
L = 20.0
mass = 0.043
x_in = 0.53
lattice = 0.587
U_alloy = 0.5
kappa = 13.9
H = sc.hbar**2 / (mass * sc.m_e) / sc.e * 1e18
e2 = sc.e / sc.epsilon_0 * 1e9
hbar_eV = sc.hbar / sc.e
dos = 1 / (np.pi * H)
omega = lattice**3 / 4
gamma = x_in * (1 - x_in) * omega * U_alloy**2
E1 = H * np.pi**2 / (2 * L**2)
E2 = 4 * E1
gap = E2 - E1
density = dos * gap
kF = np.sqrt(2 * gap / H)


def mode(n, z):
    return np.sqrt(2 / L) * np.sin(n * np.pi * z / L)


# Overlaps from their definition
overlap = np.zeros((4, 4))
for n in range(1, 5):
    for m in range(1, 5):
        overlap[n-1, m-1] = quad(
            lambda z: mode(n, z)**2 * mode(m, z)**2, 0, L, limit=200)[0]
assert np.allclose(overlap * L, 1 + np.eye(4) / 2, atol=1e-8)
I11, I12 = overlap[0, 0], overlap[0, 1]
width_low = gamma * I11 / H
width_high = gamma * (I11 + I12) / H
ratio_formula = width_high / width_low
assert abs(ratio_formula - 5 / 3) < 1e-8

# Matrix elements of explicitly generated random alloys
nxy, planes, samples = 16, 54, 300
z_sites = (np.arange(planes) + 0.5) * L / planes
area = nxy**2 * omega / (L / planes)
weights = np.array([mode(1, z_sites)**2,
                    mode(1, z_sites) * mode(2, z_sites)])
power = np.zeros((2, nxy, nxy))
for _ in range(samples):
    site = U_alloy * ((rng.random((planes, nxy, nxy)) < x_in) - x_in)
    projected = np.tensordot(weights, site, axes=(1, 0))
    power += np.abs(fft2(projected))**2 * omega**2 / area / samples
alloy_mean = power.mean(axis=(1, 2))
# Sampling error is below one percent for these averages
assert np.allclose(alloy_mean, gamma * np.array([I11, I12]), rtol=0.03)
freq = np.fft.fftfreq(nxy)
q_radius = np.hypot(freq[:, None], freq[None, :])
small_q = q_radius < np.median(q_radius)
q_ratio = power[:, small_q].mean(axis=1) / power[:, ~small_q].mean(axis=1)
assert np.allclose(q_ratio, 1, atol=0.05)

# Decay of plane waves by time evolution in random 3D disorder
side, nz, dt = 64, 5, 0.2
model_gamma = 0.05
levels = np.arange(1, nz + 1)
sine = np.sqrt(2 / (nz + 1)) * np.sin(
    np.pi * np.outer(levels, levels) / (nz + 1))
sine = sine.astype(np.complex64)
k_axis = 2 * np.pi * np.fft.fftfreq(side)
energy = 0.5 * (k_axis[None, :, None]**2 + k_axis[None, None, :]**2
                + levels[:, None, None]**2)
free_phase = np.exp(-1j * dt * energy).astype(np.complex64)
start_index = (14, 22)
start_energy = [energy[0, i, 0] for i in start_index]
assert start_energy[0] < 2 < start_energy[1] < 4.5
decay = np.zeros(2)
runs = 24
for _ in range(runs):
    noise = rng.normal(size=(nz, side * side))
    noise *= np.sqrt(model_gamma / (np.pi / (nz + 1)))
    kick = np.exp(-1j * dt * noise).astype(np.complex64)
    for case, index in enumerate(start_index):
        psi = np.zeros((nz, side, side), dtype=np.complex64)
        psi[0, index, 0] = 1
        for step in range(1, 121):
            psi *= free_phase
            real = sine @ ifft2(psi).reshape(nz, -1)
            real *= kick
            psi = fft2((sine @ real).reshape(nz, side, side))
            if step == 30:
                early = abs(psi[0, index, 0])**2
        late = abs(psi[0, index, 0])**2
        decay[case] += np.log(early / late) / (90 * dt) / runs
decay_expected = model_gamma * np.array([1.5, 2.5]) / np.pi
ratio_wave = decay[1] / decay[0]
# Tolerance covers finite sampling, finite time and higher Born orders
assert np.allclose(decay, decay_expected, rtol=0.12)
assert abs(ratio_wave / (5 / 3) - 1) < 0.12

# Band bending at the density where the second subband opens
points = 300
dz = L / (points + 1)
z = dz * np.arange(1, points + 1)
distance = np.abs(z[:, None] - z[None, :])


def solve_modes(potential):
    values, vectors = eigh_tridiagonal(
        H / dz**2 + potential, np.full(points - 1, -H / (2 * dz**2)),
        select='i', select_range=(0, 1))
    return values, vectors / np.sqrt(dz)


def jump(phi):
    return 1 + np.sum(phi[:, 0]**2 * phi[:, 1]**2) / np.sum(phi[:, 0]**4)


def hartree(one_sided):
    potential = np.zeros(points)
    for _ in range(300):
        values, phi = solve_modes(potential)
        sheet = dos * (values[1] - values[0])
        target = -e2 * sheet / (2 * kappa) * (
            distance @ phi[:, 0]**2 * dz - one_sided * z)
        error = np.ptp(target - potential)
        potential += 0.2 * (target - potential)
        if error < 1e-8:
            break
    assert error < 1e-7
    return jump(phi), values[1] - values[0]


flat_values, flat_phi = solve_modes(np.zeros(points))
assert abs(jump(flat_phi) - 5 / 3) < 1e-6
assert abs((flat_values[1] - flat_values[0]) / gap - 1) < 1e-3
ratio_sym, gap_sym = hartree(0)
ratio_one, gap_one = hartree(1)

# Static screening by the first subband at threshold
phi1, phi2 = mode(1, z), mode(2, z)
q_tf = e2 * dos / (2 * kappa)


def dielectric(q, pair, response):
    form = pair @ np.exp(-q * distance) @ pair * dz**2
    return 1 + response * q_tf * form / q


angles = (np.arange(60) + 0.5) * np.pi / 60
q_values = 2 * kF * np.sin(angles / 2)
eps11 = np.array([dielectric(q, phi1**2, 1) for q in q_values])
response12 = 2 * quad(lambda u: 0.5 / np.sqrt(1 - u), 0, 1)[0]
eps12 = dielectric(kF, phi1 * phi2, response12)
screen11 = np.mean(eps11**-2)
screen12 = eps12**-2
ratio_screen = 1 + I12 * screen12 / (I11 * screen11)

# Two independent rough interfaces with Gaussian correlations
rough_height, rough_length = 0.3, 2.0
rough_power = np.pi * rough_height**2 * rough_length**2
slope = H * np.pi**2 / L**3
rough11 = 2 * slope**2 * rough_power / H * np.mean(
    np.exp(-q_values**2 * rough_length**2 / 4))
rough12 = 8 * slope**2 * rough_power / H * np.exp(
    -kF**2 * rough_length**2 / 4)
ratio_rough = (width_high + rough11 + rough12) / (width_low + rough11)

# Finite barriers, with disorder only inside the film
barrier, barrier_mass = 2.0, 0.25


def finite_barrier(height):
    def outside(k):
        return np.sqrt(2 * barrier_mass / mass * (height / H - k*k / 2))

    def even(k):
        return (k * np.sin(k*L/2) / mass
                - outside(k) * np.cos(k*L/2) / barrier_mass)

    def odd(k):
        return (k * np.cos(k*L/2) / mass
                + outside(k) * np.sin(k*L/2) / barrier_mass)

    k1 = brentq(even, 1e-6, np.pi / L)
    k2 = brentq(odd, np.pi / L, 2 * np.pi / L)
    centre = z - L / 2
    grid = np.linspace(-L/2, L/2, 4001)
    p1, p2 = np.cos(k1 * grid)**2, np.sin(k2 * grid)**2
    norm1 = np.trapezoid(p1, grid) if hasattr(np, 'trapezoid') \
        else np.trapz(p1, grid)
    norm2 = np.trapezoid(p2, grid) if hasattr(np, 'trapezoid') \
        else np.trapz(p2, grid)
    norm1 += np.cos(k1 * L/2)**2 / outside(k1)
    norm2 += np.sin(k2 * L/2)**2 / outside(k2)
    a = np.cos(k1 * centre)**2 / norm1
    b = np.sin(k2 * centre)**2 / norm2
    return 1 + np.sum(a*b) / np.sum(a*a), H * (k2**2 - k1**2) / 2


assert abs(finite_barrier(1e7)[0] - 5 / 3) < 1e-3
ratio_barrier, gap_barrier = finite_barrier(barrier)

# Other sizes at the example's own parameters
alpha_np = 1.2
E1_np = (np.sqrt(1 + 4 * alpha_np * E1) - 1) / (2 * alpha_np)
E2_np = (np.sqrt(1 + 4 * alpha_np * E2) - 1) / (2 * alpha_np)
dos_factor = 1 + 2 * alpha_np * E2_np
kT_cold = sc.k * 4.2 / sc.e
kT_room = sc.k * 300 / sc.e
phonon, kappa_inf = 0.034, 11.6
polaron_length = np.sqrt(H / (2 * phonon))
coupling = e2 / (8 * np.pi) * (1/kappa_inf - 1/kappa) \
    / (polaron_length * phonon)
phonon_rate = 2 * coupling * phonon / hbar_eV / np.expm1(phonon / kT_room)
field = 10 * e2 * density / (2 * kappa)
kappa_oxide = 9.0
field_oxide = field * kappa / kappa_oxide
rate_low, rate_high = width_low / hbar_eV, width_high / hbar_eV
mobility_low = sc.e / (mass * sc.m_e * rate_low) * 1e4
mobility_high = sc.e / (mass * sc.m_e * rate_high) * 1e4

print(f"film thickness: {L:.1f} nm; mass: {mass:.3f} m_e")
print(f"indium fraction: {x_in:.2f}; lattice constant: {lattice:.3f} nm")
print(f"alloy potential: {U_alloy:.2f} eV; site volume: {omega:.5f} nm^3")
print(f"disorder strength gamma: {gamma:.6f} eV^2 nm^3")
print(f"E1: {E1*1e3:.2f} meV; E2: {E2*1e3:.2f} meV")
print(f"E2-E1: {gap*1e3:.2f} meV")
print(f"threshold density: {density*1e14:.3e} cm^-2")
print(f"Fermi wavevector: {kF:.4f} nm^-1")
print(f"I11: {I11:.5f} nm^-1; I12: {I12:.5f} nm^-1")
print(f"hbar/tau below: {width_low*1e3:.4f} meV")
print(f"hbar/tau above: {width_high*1e3:.4f} meV")
print(f"rate below: {rate_low:.4e} s^-1")
print(f"rate above: {rate_high:.4e} s^-1")
print(f"lifetimes below, above: {1e12/rate_low:.3f}, "
      f"{1e12/rate_high:.3f} ps")
print(f"alloy mobility below: {mobility_low:.4e} cm2/Vs")
print(f"alloy mobility above: {mobility_high:.4e} cm2/Vs")
print(f"rate ratio from overlaps: {ratio_formula:.6f}")
print(f"random-alloy variance / formula, 1-1: "
      f"{alloy_mean[0]/(gamma*I11):.4f}")
print(f"random-alloy variance / formula, 1-2: "
      f"{alloy_mean[1]/(gamma*I12):.4f}")
print(f"small-q/large-q power, 1-1 and 1-2: "
      f"{q_ratio[0]:.4f}, {q_ratio[1]:.4f}")
print(f"wave test energies (hbar=m=1, L=pi): "
      f"{start_energy[0]:.3f}, {start_energy[1]:.3f}")
print(f"wave decay rates (same units): {decay[0]:.5f}, {decay[1]:.5f}")
print(f"golden-rule rates (same units): "
      f"{decay_expected[0]:.5f}, {decay_expected[1]:.5f}")
print(f"rate ratio from wave propagation: {ratio_wave:.3f}")
print(f"relative permittivity of film: {kappa:.1f}")
print(f"symmetric gates: ratio {ratio_sym:.3f}, gap {gap_sym*1e3:.2f} meV")
print(f"one-sided gate: ratio {ratio_one:.3f}, gap {gap_one*1e3:.2f} meV")
print(f"screening factors 1-1, 1-2: {screen11:.3f}, {screen12:.3f}")
print(f"ratio with static screening: {ratio_screen:.3f}")
print(f"roughness height, length: {rough_height:.1f}, {rough_length:.1f} nm")
print(f"roughness widths 1-1, 1-2: {rough11*1e3:.4f}, "
      f"{rough12*1e3:.4f} meV")
print(f"ratio with roughness added: {ratio_rough:.3f}")
print(f"barrier: {barrier:.1f} eV; barrier mass: {barrier_mass:.2f} m_e")
print(f"finite barrier: ratio {ratio_barrier:.4f}, "
      f"gap {gap_barrier*1e3:.2f} meV")
print(f"nonparabolicity: {alpha_np:.1f} eV^-1; "
      f"DOS factor at E2: {dos_factor:.3f}")
print(f"nonparabolic E2-E1: {(E2_np-E1_np)*1e3:.2f} meV")
print(f"kT at 4.2 K, 300 K: {kT_cold*1e3:.3f}, {kT_room*1e3:.2f} meV")
print(f"collision width above / gap: {width_high/gap:.5f}")
print(f"phonon energy: {phonon*1e3:.1f} meV; "
      f"high-frequency permittivity: {kappa_inf:.1f}")
print(f"phonon absorption estimate at 300 K: {phonon_rate:.3e} s^-1")
print(f"phonon estimate / alloy rate below: {phonon_rate/rate_low:.2f}")
print(f"channel edge field, symmetric gates: {field:.4f} MV/cm")
print(f"oxide permittivity: {kappa_oxide:.1f}; "
      f"oxide field: {field_oxide:.4f} MV/cm")
print("every check passed")
```

Running it gives:

```
film thickness: 20.0 nm; mass: 0.043 m_e
indium fraction: 0.53; lattice constant: 0.587 nm
alloy potential: 0.50 eV; site volume: 0.05057 nm^3
disorder strength gamma: 0.003149 eV^2 nm^3
E1: 21.86 meV; E2: 87.45 meV
E2-E1: 65.59 meV
threshold density: 1.178e+12 cm^-2
Fermi wavevector: 0.2721 nm^-1
I11: 0.07500 nm^-1; I12: 0.05000 nm^-1
hbar/tau below: 0.1333 meV
hbar/tau above: 0.2221 meV
rate below: 2.0248e+11 s^-1
rate above: 3.3746e+11 s^-1
lifetimes below, above: 4.939, 2.963 ps
alloy mobility below: 2.0201e+05 cm2/Vs
alloy mobility above: 1.2121e+05 cm2/Vs
rate ratio from overlaps: 1.666667
random-alloy variance / formula, 1-1: 1.0074
random-alloy variance / formula, 1-2: 1.0020
small-q/large-q power, 1-1 and 1-2: 1.0067, 0.9948
wave test energies (hbar=m=1, L=pi): 1.445, 2.832
wave decay rates (same units): 0.02295, 0.04027
golden-rule rates (same units): 0.02387, 0.03979
rate ratio from wave propagation: 1.755
relative permittivity of film: 13.9
symmetric gates: ratio 1.720, gap 57.56 meV
one-sided gate: ratio 1.576, gap 64.69 meV
screening factors 1-1, 1-2: 0.702, 0.765
ratio with static screening: 1.726
roughness height, length: 0.3, 2.0 nm
roughness widths 1-1, 1-2: 0.0053, 0.0227 meV
ratio with roughness added: 1.805
barrier: 2.0 eV; barrier mass: 0.25 m_e
finite barrier: ratio 1.6754, gap 49.43 meV
nonparabolicity: 1.2 eV^-1; DOS factor at E2: 1.192
nonparabolic E2-E1: 58.49 meV
kT at 4.2 K, 300 K: 0.362, 25.85 meV
collision width above / gap: 0.00339
phonon energy: 34.0 meV; high-frequency permittivity: 11.6
phonon absorption estimate at 300 K: 2.243e+12 s^-1
phonon estimate / alloy rate below: 11.08
channel edge field, symmetric gates: 0.0767 MV/cm
oxide permittivity: 9.0; oxide field: 0.1184 MV/cm
every check passed
```
